# The Haken Potential and the Pollmann-Büttner Correction for Wannier Excitons

## 1. Two charges that cannot move

Fix an electron at $\mathbf r_e$ and a hole at $\mathbf r_h$ in a polar crystal, with $\mathbf r=\mathbf r_e-\mathbf r_h$ and $C=e^2/4\pi\varepsilon_0$. If the ions are also held fixed, the charges attract with energy $-C/(\varepsilon_\infty r)$. Now let the ions respond through one branch of longitudinal optical phonons of energy $\hbar\omega$, independent of wavevector. Omitting the zero-point energy, the phonon part of the Hamiltonian is

$$H_{\rm ph}=\sum_{\mathbf q}\left[\hbar\omega\, b_{\mathbf q}^\dagger b_{\mathbf q}+V_q\left(b_{\mathbf q}\rho_{\mathbf q}+b_{\mathbf q}^\dagger\rho_{\mathbf q}^*\right)\right],\qquad \rho_{\mathbf q}=e^{i\mathbf q\cdot\mathbf r_e}-e^{i\mathbf q\cdot\mathbf r_h}.$$

This is the Fröhlich coupling, with $V_q$ real. The minus sign in $\rho_{\mathbf q}$ expresses the opposite charges. Since $\rho_{\mathbf q}$ is here a number, each mode is a shifted oscillator, and completing the square gives

$$H_{\rm ph}=\sum_{\mathbf q}\hbar\omega\left(b_{\mathbf q}^\dagger+\frac{V_q\rho_{\mathbf q}}{\hbar\omega}\right)\left(b_{\mathbf q}+\frac{V_q\rho_{\mathbf q}^*}{\hbar\omega}\right)-\sum_{\mathbf q}\frac{V_q^2|\rho_{\mathbf q}|^2}{\hbar\omega}.$$

The first sum vanishes in the ground state. Because $|\rho_{\mathbf q}|^2=2-2\cos\mathbf q\cdot\mathbf r$, the part of the energy that depends on distance is

$$+\sum_{\mathbf q}\frac{2V_q^2}{\hbar\omega}\cos\mathbf q\cdot\mathbf r .$$

Fixed charges must finally attract with the static constant, as $-C/(\varepsilon_s r)$. The sum must therefore equal $C/(\varepsilon^* r)$, where

$$\frac1{\varepsilon^*}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.$$

In a volume $\Omega$, $1/r=\Omega^{-1}\sum_{\mathbf q}(4\pi/q^2)\cos\mathbf q\cdot\mathbf r$. Comparing coefficients fixes the coupling:

$$V_q^2=\frac{2\pi C\,\hbar\omega}{\varepsilon^*\Omega q^2}=\frac{e^2\hbar\omega}{2\varepsilon_0\varepsilon^*\Omega q^2}.$$

Static screening is thus an input. What remains to be found is how the motion of the charges weakens it at short distance.

## 2. Phonon exchange between moving particles

Let the particles have isotropic band masses $m_e$ and $m_h$, defined with the ions fixed, and measure energies from the bare gap. The Hamiltonian is

$$H=\frac{p_e^2}{2m_e}+\frac{p_h^2}{2m_h}-\frac{C}{\varepsilon_\infty r}+H_{\rm ph}.$$

Let $P$ project on states without phonons and $Q$ on states with one phonon. Eliminating the $Q$ component from the Schrödinger equation gives the second-order term

$$PHQ\,(E-QHQ)^{-1}QHP .$$

Two approximations enter its denominator. We set $E=0$, and we omit the Coulomb attraction while the phonon is present. Both require an exciton binding energy much smaller than $\hbar\omega$. Omitting states with more phonons requires weak coupling. Measured from the bare gap, $E$ also contains the polaron shift of section 4. That shift is of order $V_q^2$, so in the denominator it gives a term of fourth order in $V_q$, the same order as the two-phonon terms, and it is dropped with them.

Take zero total momentum. The electron and hole wavevectors go from $(\mathbf k,-\mathbf k)$ to $(\mathbf k',-\mathbf k')$, and $\mathbf q=\mathbf k-\mathbf k'$. There are two orderings:

- The electron emits phonon $\mathbf q$, with amplitude $V_q$, and the hole absorbs it, with amplitude $-V_q$. In between, the wavevectors are $(\mathbf k',-\mathbf k)$.
- The hole emits phonon $-\mathbf q$ and the electron absorbs it. In between, the wavevectors are $(\mathbf k,-\mathbf k')$.

Each product of amplitudes is $-V_q^2$, and each energy denominator is minus the energy of the intermediate state. The two minus signs give a repulsion:

$$K(\mathbf k',\mathbf k)=V_q^2\left[\frac1{\hbar\omega+\frac{\hbar^2k'^2}{2m_e}+\frac{\hbar^2k^2}{2m_h}}+\frac1{\hbar\omega+\frac{\hbar^2k^2}{2m_e}+\frac{\hbar^2k'^2}{2m_h}}\right].$$

This kernel depends on $\mathbf k$ and $\mathbf k'$ separately, not just on their difference, so it is not a potential $V(r)$. A potential results from a further approximation: evaluate $K$ for a pair initially at rest, $\mathbf k=0$, $k'=q$, and use that function of $q$ for every $\mathbf k$. With the polaron radius and recoil factor

$$l_i=\sqrt{\frac{\hbar}{2m_i\omega}},\qquad g_i(q)=\frac1{1+q^2l_i^2},\qquad i=e,h,$$

we have $\hbar^2q^2/2m_i=\hbar\omega\,q^2l_i^2$, and therefore

$$K(\mathbf k',0)=\frac{V_q^2}{\hbar\omega}\,(g_e+g_h).$$

For $ql_i\ll1$ this is the static value $2V_q^2/\hbar\omega$. For $ql_i\gg1$ the recoil energy exceeds $\hbar\omega$ and suppresses the exchange.

## 3. The Haken potential

A matrix element that depends on $\mathbf q$ alone is multiplication by its Fourier sum. We replace the sum by $\Omega\int d^3q/(2\pi)^3$ and use the angular integral $4\pi\sin(qr)/(qr)$:

$$V_{\rm ex}(r)=\sum_{\mathbf q}\frac{V_q^2}{\hbar\omega}(g_e+g_h)\cos\mathbf q\cdot\mathbf r
=\frac{C}{\varepsilon^*r}\,\frac1\pi\int_0^\infty dq\,\frac{\sin qr}{q}\,(g_e+g_h).$$

To integrate, split

$$\frac{1}{q(1+q^2l^2)}=\frac1q-\frac{ql^2}{1+q^2l^2}.$$

The first term gives $\int_0^\infty dq\,\sin(qr)/q=\pi/2$. For the second, closing the contour around $q=i/l$ gives

$$\int_0^\infty dq\,\frac{\cos qr}{1+q^2l^2}=\frac{\pi}{2l}e^{-r/l}.$$

Applying $-l^2\,d/dr$ to both sides yields $\int_0^\infty dq\,ql^2\sin(qr)/(1+q^2l^2)=(\pi/2)e^{-r/l}$. Hence

$$\frac2\pi\int_0^\infty dq\,\frac{\sin qr}{q(1+q^2l^2)}=1-e^{-r/l},$$

$$V_{\rm ex}(r)=\frac{C}{\varepsilon^*r}\left[1-\frac{e^{-r/l_e}+e^{-r/l_h}}2\right].$$

Adding $-C/(\varepsilon_\infty r)$ and using $1/\varepsilon_\infty-1/\varepsilon^*=1/\varepsilon_s$ gives the Haken potential:

$$\boxed{V_H(r)=-\frac Cr\left[\frac1{\varepsilon_s}+\frac{w_H(r)}{\varepsilon^*}\right],\qquad w_H=\frac{e^{-r/l_e}+e^{-r/l_h}}2 .}$$

For $r\gg l_e,l_h$ the weight $w_H$ vanishes and the screening is $\varepsilon_s$. For $r\ll l_e,l_h$ it tends to one and the screening is $\varepsilon_\infty$. The effective constant $\varepsilon(r)=[1/\varepsilon_s+w_H/\varepsilon^*]^{-1}$ changes smoothly between them. The polaron radii set the scale of the change, but there is no sharp switch at either radius.

## 4. The continuum edge and the kinetic masses

A binding energy needs a reference. The same coupling lets one particle emit and reabsorb a phonon. For a free particle of wavevector $\mathbf k$, with the denominator measured from its own energy, the shift is

$$\Sigma_i(k)=-\sum_{\mathbf q}\frac{V_q^2}{\hbar\omega+\hbar^2q^2/2m_i-\hbar^2\mathbf k\cdot\mathbf q/m_i}.$$

Put $p=ql_i$, $x=kl_i$, and let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The factor $q^2$ in $d^3q$ cancels the $1/q^2$ in $V_q^2$, so that

$$\Sigma_i=-\frac{C}{\pi\varepsilon^*l_i}\int_0^\infty dp\left\langle\frac1{1+p^2-2pxc}\right\rangle_c .$$

Expand for small $x$. The linear term averages to zero, and $\langle c^2\rangle=1/3$, so the average is

$$\frac1{1+p^2}+\frac{4p^2x^2}{3(1+p^2)^3}+O(x^4).$$

The integrals of $1/(1+p^2)$ and $p^2/(1+p^2)^3$ are $\pi/2$ and $\pi/16$. Therefore

$$\Sigma_i=-\alpha_i\hbar\omega\left(1+\frac{k^2l_i^2}{6}+\dots\right),\qquad \alpha_i\hbar\omega=\frac{C}{2\varepsilon^*l_i}.$$

With the Rydberg energy ${\rm Ry}=m_0C^2/2\hbar^2$, the coupling constant is $\alpha_i=\sqrt{{\rm Ry}\,m_i/(m_0\hbar\omega)}/\varepsilon^*$. Since $\hbar\omega l_i^2=\hbar^2/2m_i$, the kinetic energy becomes $(\hbar^2k^2/2m_i)(1-\alpha_i/6)$. At this order the continuum edge lies at $-(\alpha_e+\alpha_h)\hbar\omega$, and the masses are $m_i/(1-\alpha_i/6)$.

There is a connection with $V_H$. Expanding its exponentials at small $r$ gives

$$V_H=-\frac{C}{\varepsilon_\infty r}+\frac{C}{2\varepsilon^*}\left(\frac1{l_e}+\frac1{l_h}\right)+O(r).$$

The constant is $+(\alpha_e+\alpha_h)\hbar\omega$ and cancels the shift of the continuum edge. This is sensible, because $\rho_{\mathbf q}$ vanishes when the two charges coincide.

## 5. What the local approximation costs

The step from $K(\mathbf k',\mathbf k)$ to $K(\mathbf k',0)$ does not affect the static limit, but it does affect the first correction to it. For small $kl_i$ and $k'l_i$,

$$K\simeq\frac{V_q^2}{\hbar\omega}\left[2-(l_e^2+l_h^2)(k^2+k'^2)\right].$$

The Haken form has $|\mathbf k-\mathbf k'|^2=k^2+k'^2-2\mathbf k\cdot\mathbf k'$ in place of $k^2+k'^2$. The discarded term is of the same order as those retained.

Its size can be found in a hydrogenic state $\phi=e^{-r/a}/\sqrt{\pi a^3}$. The static exchange is $C/(\varepsilon^*r)$. Apart from the common factor $C(l_e^2+l_h^2)/2\varepsilon^*$, its reduction is the expectation value of one of two operators.

For Haken, $|\mathbf k-\mathbf k'|^2$ corresponds to $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$, giving $4\pi|\phi(0)|^2=4/a^3$.

For the full kernel, $k^2+k'^2$ corresponds to $(-\nabla^2)(1/r)+(1/r)(-\nabla^2)$ as an operator product. With $-\nabla^2\phi=[2/(ar)-1/a^2]\phi$, $\langle1/r\rangle=1/a$ and $\langle1/r^2\rangle=2/a^2$, this gives

$$2\left(\frac2a\cdot\frac2{a^2}-\frac1{a^3}\right)=\frac6{a^3}.$$

As $l_i/a\to0$, the kernel therefore loses $3/2$ times as much repulsion as the Haken potential does. The numerical check confirms this ratio for equal radii by direct integration over both momenta.

The two approximations in the denominator have costs of the same order. With binding $B=\hbar^2/2\mu a^2$ and reduced mass $\mu$, one finds $B/\hbar\omega=(l_e^2+l_h^2)/a^2$. In the units used above, restoring $E=-B$ reduces the repulsion by a further $2/a^3$. Let $\phi$ be the ground state of the attraction that was omitted while the phonon is present. That attraction is then $-2Ba/r$, and restoring it increases the repulsion by $(4/a)\langle1/r^2\rangle=8/a^3$. The three terms cancel, $6+2-8=0$, so the larger loss of the nonlocal kernel is not by itself an improvement. The Haken potential is thus an interpolation with correct limits, and its leading finite-radius correction is not a controlled result.

## 6. The Pollmann-Büttner correction

In the Haken treatment each exchange carries the recoil of one particle. The Pollmann-Büttner approach describes both particles as sharing one lattice displacement. Its simplest closed form follows from a trial state in which the amplitude $\phi(\mathbf r_e,\mathbf r_h)$ multiplies a normalized coherent phonon state $|\beta\rangle$, with $b_{\mathbf q}|\beta\rangle=\beta_{\mathbf q}|\beta\rangle$ and

$$\beta_{\mathbf q}=-\left(f_e e^{-i\mathbf q\cdot\mathbf r_e}-f_h e^{-i\mathbf q\cdot\mathbf r_h}\right),\qquad f_i(q)\ \text{real}.$$

The energy has three phonon contributions.

**Field energy.** This is

$$\sum_{\mathbf q}\hbar\omega|\beta_{\mathbf q}|^2=\sum_{\mathbf q}\hbar\omega\left(f_e^2+f_h^2-2f_ef_h\cos\mathbf q\cdot\mathbf r\right).$$

**Coupling.** This is

$$\sum_{\mathbf q}2V_q\,{\rm Re}(\rho_{\mathbf q}\beta_{\mathbf q})=-\sum_{\mathbf q}2V_q(f_e+f_h)(1-\cos\mathbf q\cdot\mathbf r).$$

**Kinetic energy.** For a normalized coherent state,

$$\langle\beta|\nabla_e\beta\rangle=i\sum_{\mathbf q}{\rm Im}(\beta_{\mathbf q}^*\nabla_e\beta_{\mathbf q})=i\sum_{\mathbf q}\mathbf q\left(-f_e^2+f_ef_h\cos\mathbf q\cdot\mathbf r\right)=0,$$

because the summand is odd in $\mathbf q$. The same holds for the hole. No term linear in $\nabla\phi$ survives, and the remaining part is $\langle\nabla_i\beta|\nabla_i\beta\rangle=\sum_{\mathbf q}q^2f_i^2$. The bare kinetic energy of $\phi$ is thus supplemented by $\sum_{\mathbf q}\hbar^2q^2f_i^2/2m_i$ for each particle.

The terms independent of $r$ are, for each particle and mode,

$$f_i^2\left(\hbar\omega+\frac{\hbar^2q^2}{2m_i}\right)-2V_qf_i=\frac{\hbar\omega f_i^2}{g_i}-2V_qf_i .$$

Their minimum, $-V_q^2g_i/\hbar\omega$, lies at $f_i=V_qg_i/\hbar\omega$. These are the amplitudes of a free polaron at rest, and their sum over $\mathbf q$ is $-\alpha_i\hbar\omega$. Inserting them in the terms with $\cos\mathbf q\cdot\mathbf r$ gives

$$2V_q(f_e+f_h)-2\hbar\omega f_ef_h=\frac{2V_q^2}{\hbar\omega}\left(g_e+g_h-g_eg_h\right).$$

The product is reduced by partial fractions,

$$g_eg_h=\frac{l_e^2g_e-l_h^2g_h}{l_e^2-l_h^2}.$$

Write $E_i=e^{-r/l_i}$. By the integral of section 3, each $g_i$ contributes $1-E_i$, so the bracket $g_e+g_h-g_eg_h$ becomes

$$2-E_e-E_h-1+\frac{l_e^2E_e-l_h^2E_h}{l_e^2-l_h^2}=1-\frac{l_e^2E_h-l_h^2E_e}{l_e^2-l_h^2}.$$

Since $l_i^2\propto1/m_i$, the potential is

$$\boxed{V_{PB}(r)=-\frac Cr\left[\frac1{\varepsilon_s}+\frac{w_{PB}(r)}{\varepsilon^*}\right],\qquad w_{PB}=\frac{m_he^{-r/l_h}-m_ee^{-r/l_e}}{m_h-m_e}.}$$

It has the same two limits as $V_H$. For equal masses the quotient becomes $d(me^{-r/l})/dm$. Since $1/l\propto\sqrt m$, this is $e^{-r/l}(1-r/2l)$, the form to code when the masses nearly coincide.

Subtracting the weights gives

$$w_{PB}-w_H=\frac{m_h+m_e}{2(m_h-m_e)}\left(e^{-r/l_h}-e^{-r/l_e}\right)<0,$$

because the heavier particle has the smaller radius. $V_{PB}$ is therefore less attractive at every finite $r>0$, and it binds less when both potentials are used with the same kinetic masses.

The trial state gives an upper bound on the ground-state energy of $H$: $-(\alpha_e+\alpha_h)\hbar\omega$ plus the lowest eigenvalue of $V_{PB}$ with bare masses. It does not bound the binding energy, since the continuum edge is itself approximate.

The general Pollmann-Büttner method optimizes the amplitudes for the exciton. Free-polaron amplitudes give the static screening for an exciton much larger than $l_e$ and $l_h$. Being those of polarons at rest, they miss the mass enhancement of section 4, so the binding then tends to the static value with bare rather than polaron masses. They fail for a small exciton. For equal masses, $w_{PB}\simeq1-3r/2l$ at small $r$, which raises the potential by $3C/2\varepsilon^*l=3\alpha\hbar\omega$. With the shift $-2\alpha\hbar\omega$ the net cost is $+\alpha\hbar\omega$, whereas no displacement at all would cost nothing.

## 7. Worked example

Take the model parameters $\varepsilon_\infty=6$, $\varepsilon_s=9$, $\hbar\omega=40$ meV, $m_e=0.1\,m_0$ and $m_h=0.3\,m_0$. Then $1/\varepsilon^*=0.0556$ and $\mu=0.075\,m_0$. With $\hbar^2/2m_0=3810$ meV Å$^2$,

$$l_e=\sqrt{\frac{3810}{0.1\times40}}=30.9\ \text{Å},\qquad l_h=\sqrt{\frac{3810}{0.3\times40}}=17.8\ \text{Å}.$$

The couplings are $\alpha_e=0.32$ and $\alpha_h=0.56$, so the continuum edge shifts by $-(0.324+0.561)\times40=-35.4$ meV.

At $r=l_e$ the Haken weight is $(e^{-1}+e^{-30.86/17.82})/2=0.272$. Hence $\varepsilon=1/(0.1111+0.272\times0.0556)=7.9$, still well below 9. At 5 Å it is 6.4, and at 100 Å it is 8.9. The Pollmann-Büttner value at 60 Å is 9.09, slightly above $\varepsilon_s$. This follows from the sign of $w_{PB}$, which is negative beyond $r=\ln(m_h/m_e)/(1/l_h-1/l_e)\approx46$ Å.

The 1s binding energies, each measured from the continuum edge of its own model, are:

| Interaction | Kinetic masses | Binding (meV) |
|---|---|---|
| Coulomb, $\varepsilon_\infty$ | bare | 28.3 |
| Haken | bare | 15.6 |
| Haken | polaron | 16.9 |
| Pollmann-Büttner | bare | 13.7 |
| Coulomb, $\varepsilon_s$ | bare | 12.6 |

The variational bound on the total energy, relative to the bare gap, is $-35.4-13.7=-49.1$ meV.

The spread between the Haken and Pollmann-Büttner entries is a warning about accuracy. The ratio of binding to phonon energy is $15.6/40=0.39$, which is not small. In the 1s state of the static problem, with $a=63.5$ Å, the static exchange is $14400\times0.0556/63.5=12.6$ meV. The nonlocal kernel reduces it by 31%, or 3.9 meV, and the Haken potential by 19%, or 2.3 meV. The local approximation alone thus shifts this expectation value by about 1.6 meV.

Raising the phonon energy to 640 meV at fixed masses and dielectric constants shrinks both radii fourfold. The Haken and Pollmann-Büttner bindings with bare masses then fall to 13.0 and 12.6 meV, close to the static value.

## 8. Use in a calculation

The masses must match the potential. $V_{PB}$ goes with bare masses, because its trial state leaves the kinetic energy of $\phi$ unchanged. For an exciton much larger than the polaron radii, $V_H$ goes with the masses $m_i/(1-\alpha_i/6)$ if the second-order self-energy is included. This gives the correct leading behaviour, static screening with polaron masses. At the next order it overbinds, because it keeps the Haken loss $4/a^3$ of section 5 where the three terms of the second-order exchange cancel. The Haken entry with polaron masses in section 7 is therefore not shown to be the better of the two. In the opposite limit of a very small exciton, the correct total energy requires bare masses, because the phonon effects of the two charges cancel. The radii $l_i$ contain bare masses in both cases.

Both eigenvalues are measured from the shifted edge $-(\alpha_e+\alpha_h)\hbar\omega$. If the gap supplied to the calculation already includes this shift, it must not be added again.

When the binding energy approaches $\hbar\omega$, or the exciton radius approaches $l_e$ or $l_h$, neither closed form is reliable. One must then keep the energy-dependent nonlocal kernel and self-energy, both with the attraction included in the intermediate state, or optimize the lattice displacement together with the exciton. The numerical check tests the kernel, the coherent-state energy, the Fourier integrals and both dielectric limits.

## Table of computed values

```
eps_inf = 6.0, eps_s = 9.0, 1/eps_star = 0.05556
phonon energy = 40.0 meV
masses m_e, m_h, reduced = 0.100, 0.300, 0.0750 m0
e^2/(4 pi eps0) = 14399.65 meV angstrom
hbar^2/(2 m0) = 3809.98 meV angstrom^2
Rydberg energy = 13605.69 meV
polaron radii l_e, l_h = 30.86, 17.82 angstrom
couplings alpha_e, alpha_h = 0.3240, 0.5612
continuum shift = -35.41 meV
polaron masses e, h, reduced = 0.1057, 0.3310, 0.0801 m0
static Bohr radius a_s = 63.50 angstrom
r (angstrom), effective eps Haken, effective eps PB:
     1.00  6.0877  6.1348
     5.00  6.4220  6.6475
    17.82  7.3033  7.9256
    30.86  7.9211  8.6479
    60.00  8.6174  9.0901
   100.00  8.9047  9.0639
   200.00  8.9965  9.0034
1s binding energy (meV), mean radius (angstrom):
  eps_inf Coulomb: 28.345, 63.50
  Haken, bare masses: 15.568, 79.34
  Haken, polaron masses: 16.893, 73.44
  Pollmann-Buettner, bare masses: 13.701, 87.48
  eps_s Coulomb: 12.598, 95.25
PB upper bound, total energy from bare gap = -49.11 meV
phonon energy (meV), Haken binding, PB binding (meV), bare masses:
  40  15.568  13.701
  160  13.730  12.857
  640  12.960  12.646
fractional loss of static exchange in the 1s state of radius a_s:
  second order, nonlocal: 0.3131
  Haken, local: 0.1861
  Pollmann-Buettner: 0.0723
nonlocal/Haken loss ratio at l/a = 0.0005: 1.5010
ring model, exchange/V^2 from rest, from k=2: 1.3750, 0.6041 (dimensionless)
ring model, coherent-state energy full, derived: 0.10884799, 0.10884799 (dimensionless)
```
